# Length Scaling and the Energy Balance of a Stationary Skyrmion

**1. What the dimensions fix**

A magnetic film of thickness $t$ has exchange stiffness $A$ (energy per length), antisymmetric exchange constant $D$ (energy per area) and a local potential of strength $K$ (energy per volume). Thus $At$ is an energy, $Dt$ an energy per length and $Kt$ an energy per area. If a texture of fixed shape has size $\ell$, its energy must have the form

$$E(\ell)=c_0At+c_1Dt\,\ell+c_2Kt\,\ell^2, \tag{1}$$

with pure numbers $c_i$ set by the shape. At a stationary size $c_1Dt+2c_2Kt\,\ell=0$. Multiplication by $\ell$ turns this into a relation between energies: the antisymmetric exchange energy is minus twice the potential energy. The exchange energy does not enter, because in two dimensions it has no dependence on size. It remains to show that the relation holds for the true texture, with any number of local potentials, and to find when it fails.

**2. Energy and assumptions**

Let the unit vector $\mathbf m(x,y)$ be the direction of magnetization, uniform across the thickness and tending to $+\hat{\mathbf z}$ far away. The film is uniform and unbounded. All energies are counted from the state $\mathbf m=+\hat{\mathbf z}$; otherwise the potential energy of the infinite plane would diverge. Then $E=E_{ex}+E_D+E_V$ with

$$E_{ex}=t\!\int\! A|\nabla\mathbf m|^2d^2r,\quad E_D=t\!\int\! D\,w\,d^2r,\quad E_V=t\!\int\! V(\mathbf m)\,d^2r, \tag{2}$$

$$w=m_z\nabla\!\cdot\mathbf m-(\mathbf m\cdot\nabla)m_z,\qquad V(+\hat{\mathbf z})=0. \tag{3}$$

This $w$ describes interfacial antisymmetric exchange. The bulk form $\mathbf m\cdot\nabla\times\mathbf m$ also has one derivative in each term and may replace it below. The function $V$ collects every energy that depends on the local direction alone: anisotropy of any order, a uniform field along $z$, and the local part of the stray-field energy.

**3. Stretching the texture**

Define $\mathbf m_\lambda(\mathbf r)=\mathbf m(\mathbf r/\lambda)$, which is larger than $\mathbf m$ if $\lambda>1$. With $\mathbf u=\mathbf r/\lambda$,

$$d^2r=\lambda^2d^2u,\qquad \frac{\partial\mathbf m_\lambda}{\partial r_i}=\frac1\lambda\frac{\partial\mathbf m}{\partial u_i}. \tag{4}$$

The exchange density has two derivatives and gains $\lambda^2\lambda^{-2}=1$; $w$ has one and gains $\lambda^2\lambda^{-1}=\lambda$; $V$ has none and gains $\lambda^2$. Hence

$$E(\lambda)=E_{ex}+\lambda E_D+\lambda^2E_V, \tag{5}$$

where the energies on the right belong to the unstretched texture. Equation (5) requires neither stationarity nor axial symmetry.

Stationarity is a statement about small, localized changes of $\mathbf m$, so we must check that stretching is one. At $\lambda=1$ the change is

$$\delta\mathbf m=\delta\lambda\left.\frac{d\mathbf m_\lambda}{d\lambda}\right|_{1}=-\delta\lambda\,(\mathbf r\cdot\nabla)\mathbf m. \tag{6}$$

It preserves the unit length to first order, since $\mathbf m\cdot(\mathbf r\cdot\nabla)\mathbf m=\tfrac12\mathbf r\cdot\nabla|\mathbf m|^2=0$. Let $f$ be the energy density. Integration by parts inside a circle of radius $L$ with outward normal $\mathbf n$ gives

$$\delta E=t\!\int\!\Big[\frac{\partial f}{\partial\mathbf m}-\partial_i\frac{\partial f}{\partial(\partial_i\mathbf m)}\Big]\!\cdot\delta\mathbf m\,d^2r+t\oint n_i\frac{\partial f}{\partial(\partial_i\mathbf m)}\cdot\delta\mathbf m\,dl. \tag{7}$$

For a stationary texture the bracket is parallel to $\mathbf m$, because only changes perpendicular to $\mathbf m$ are allowed; its product with $\delta\mathbf m$ is therefore zero. In the boundary term the derivative of $f$ stays bounded, $\delta\mathbf m$ is of order $L|\nabla\mathbf m|$, and the circumference is $2\pi L$. The term vanishes if $L^2|\nabla\mathbf m|\to0$, which an exponential tail ensures. So $E'(1)=0$, and differentiation of (5) gives

$$\boxed{E_D=-2E_V}. \tag{8}$$

Inserting (8) into the total energy and into (5),

$$E=E_{ex}-E_V=E_{ex}+\tfrac12E_D, \tag{9}$$

$$E(\lambda)=E_{ex}-2\lambda E_V+\lambda^2E_V=E+E_V(\lambda-1)^2. \tag{10}$$

Thus $E''(1)=2E_V$: the potential energy sets the stiffness against uniform stretching. A positive value does not prove stability against other distortions. Likewise, (8) is necessary for a stationary texture but not sufficient.

**4. The axial skyrmion and its boundary term**

Take polar coordinates $(\rho,\varphi)$ and $\mathbf m=(\sin\theta\cos\varphi,\sin\theta\sin\varphi,\cos\theta)$, with $\theta(\rho)$ falling from $\pi$ at the centre to $0$ far away. Then $\nabla\cdot\mathbf m=\theta'\cos\theta+\sin\theta/\rho$ and $(\mathbf m\cdot\nabla)m_z=-\theta'\sin^2\theta$, so

$$w=\theta'+\frac{\sin\theta\cos\theta}{\rho},\qquad |\nabla\mathbf m|^2=\theta'^2+\frac{\sin^2\theta}{\rho^2}. \tag{11}$$

Since $\int_0^\infty\rho\theta'd\rho=-\int_0^\infty\theta\,d\rho$,

$$E_D=-2\pi Dt\int_0^\infty\big(\theta-\tfrac12\sin2\theta\big)d\rho. \tag{12}$$

The integrand is positive for $\theta>0$. Therefore $D>0$ makes $E_D$ negative for this sense of rotation, as (8) requires when $E_V>0$.

Write $E=2\pi t\int F\,d\rho$, where, with $p=\theta'$,

$$F=A\Big(\rho p^2+\frac{\sin^2\theta}{\rho}\Big)+D(\rho p+\sin\theta\cos\theta)+\rho V(\theta). \tag{13}$$

The Euler–Lagrange equation $dF_p/d\rho=F_\theta$ reads $2A\rho\theta''+2A\theta'+D=A\sin2\theta/\rho+D\cos2\theta+\rho V'(\theta)$. Using $\cos2\theta-1=-2\sin^2\theta$ and dividing by $2A\rho$,

$$\theta''+\frac{\theta'}{\rho}=\frac{\sin2\theta}{2\rho^2}-\frac{D}{A}\frac{\sin^2\theta}{\rho}+\frac{V'(\theta)}{2A}. \tag{14}$$

This equation also yields (8) with its boundary term. By the chain rule and the Euler–Lagrange equation, $d(pF_p-F)/d\rho=-\partial F/\partial\rho$, where the last derivative acts on the explicit $\rho$ only. Hence

$$\frac{d}{d\rho}\big[\rho(pF_p-F)\big]=pF_p-F-\rho\frac{\partial F}{\partial\rho}. \tag{15}$$

The three parts of $F$ contribute to the right side as follows.

- Exchange: $A[2\rho p^2-\rho p^2-\sin^2\theta/\rho-\rho p^2+\sin^2\theta/\rho]=0$.
- Antisymmetric exchange: $D[\rho p-\rho p-\sin\theta\cos\theta-\rho p]$, which is minus its own density.
- Potential: $-\rho V-\rho V=-2\rho V$.

Integrating from $0$, where the bracket in (15) vanishes, to $L$, and multiplying by $-2\pi t$,

$$E_D^{<L}+2E_V^{<L}=2\pi t\big[L^2V+DL\sin\theta\cos\theta+A\sin^2\theta-AL^2\theta'^2\big]_{\rho=L}. \tag{16}$$

The superscript denotes energy inside the circle. The balance is therefore global: the part inside a circle satisfies it only if the boundary term happens to vanish there.

For the potential of the example,

$$V=K\sin^2\theta+M_sB(1-\cos\theta), \tag{17}$$

small angles give $V\simeq(K+M_sB/2)\theta^2$. Equation (14), kept to first order, becomes $\theta''+\theta'/\rho-\theta/\rho^2=\kappa^2\theta$ with $\kappa^2=(K+M_sB/2)/A$. Its decaying solution behaves as $e^{-\kappa\rho}/\sqrt\rho$, so for $\kappa^2>0$ the right side of (16) vanishes as $L\to\infty$. The slowest term is the one with $D$, which is linear in $\theta$.

**5. Trial shapes and the limit without antisymmetric exchange**

For a trial shape that is not stationary, (5) still holds. If $E_D<0<E_V$, its best stretch is

$$\lambda^*=-\frac{E_D}{2E_V}. \tag{18}$$

A family of trial shapes that contains all its own stretched copies therefore obeys (8) at its energy minimum, even though that minimum need not be a solution of (14).

If $D=0$, (8) demands $E_V=0$. When $V$ is positive except at $+\hat{\mathbf z}$, this leaves only the uniform state. The conclusion holds for the energy (2); a nonlocal stray-field energy changes the balance (Section 7) and in thicker films can stabilize bubbles without $D$. Any skyrmion can then lower its energy by shrinking. At fixed shape the energy tends to the exchange energy of that shape. The lowest value this can take follows from

$$\theta'^2+\frac{\sin^2\theta}{\rho^2}\ \ge\ -\frac{2\theta'\sin\theta}{\rho}, \tag{19}$$

which is $(\theta'+\sin\theta/\rho)^2\ge0$. Integration with $2\pi At\rho\,d\rho$ gives $E_{ex}\ge4\pi At[\cos\theta]_{\rho=0}^{\infty}=8\pi At$. Equality needs $\theta'=-\sin\theta/\rho$, solved by $\theta=2\arctan(R/\rho)$ for any $R$. As $R\to0$, with the tail cut off at a fixed distance, the other energies vanish and $E\to8\pi At$.

**6. A skyrmion in an ultrathin cobalt film**

Device units are natural here. We take round values in the rough regime of cobalt two atomic layers thick on platinum: $A=15$ pJ/m, $D=3$ mJ/m², $M_s=580$ kA/m, perpendicular anisotropy $K_u=0.80$ MJ/m³ and $t=0.4$ nm. A field of 50 mT points along the background. In a very thin film the stray field acts as a local shape anisotropy $\mu_0M_s^2/2=0.211$ MJ/m³, so

$$K=0.800-0.211=0.589\ \text{MJ/m}^3,\qquad \sqrt{A/K}=5.05\ \text{nm}. \tag{20}$$

This length is much greater than $t$, which supports a magnetization uniform across the film.

Equation (14) was solved numerically and each energy was integrated separately, without use of (8). The radius at which $m_z=0$ is 6.28 nm. The energies are

- $E_{ex}=1.1383$ eV and $E_D=-0.9520$ eV;
- anisotropy 0.4520 eV and field 0.0240 eV, so $E_V=0.4760$ eV.

Twice the potential energy is 0.9520 eV, as (8) states. The total is $1.1383-0.4760=0.6623$ eV. The field supplies only 5% of $E_V$; neither potential balances the antisymmetric exchange separately.

Stretching this solution to $\lambda=1.25$ gives, by (10), $0.6623+0.4760(0.25)^2=0.6920$ eV, and direct integration agrees. Three further solutions also satisfy (8). At $D=2.5$ mJ/m² and no field, $E_D=-0.5352$ and $E_V=0.2676$ eV. At $D=3$ mJ/m² and 300 mT they are $-0.6059$ and $0.3030$ eV. Adding $K_2\sin^4\theta$ with $K_2=0.1$ MJ/m³ at 50 mT gives $-0.7780$ and $0.3890$ eV.

Both sides of (16) are $-0.065$ eV at $L=6.28$ nm, $+0.147$ eV at 12.56 nm and about $5\times10^{-6}$ eV at 70 nm. The balance is completed in the outer part of the texture.

For a trial shape, let $\tan(\theta/2)=\sinh(R/\delta)/\sinh(\rho/\delta)$, with radius $R$ and wall width $\delta$. At $R=10$ nm and $\delta=3$ nm, $E_D=-1.4794$ eV and $E_V=0.6005$ eV. Equation (18) gives $\lambda^*=1.4794/1.2010=1.232$, which a direct search for the minimum confirms. With $D=0$ and the best $\delta$ at each radius, the energy falls from 1.870 eV at $R=8$ nm to 0.946 eV at 0.2 nm, approaching $8\pi At=0.941$ eV.

**7. What the balance leaves out**

A local energy with $n$ derivatives scales as $\lambda^{2-n}$ and adds $(2-n)E_n$ to the balance. A nonlocal energy adds its own slope:

$$E_D+2E_V+\left.\frac{dE_{nl}}{d\lambda}\right|_1=0. \tag{21}$$

If the added slope is small and the shape is held fixed, (10) gives a size shift $\delta\lambda=-E_{nl}'(1)/(2E_V)$.

*Stray field.* The planar Fourier transform of $1/(4\pi r)$ at height difference $z$ is $e^{-k|z|}/(2k)$. Opposite surface charges $\pm M_su$, with $u=m_z-1$, then have energy $\tfrac12\mu_0M_s^2t\,g|u_k|^2$ per mode, where $g=(1-e^{-kt})/(kt)$. The uniform background has a uniform field inside the film, so its interaction with $u$ is strictly local. This interaction and the value $g=1$ are already contained in $K$, since $m_z^2-1=2u+u^2$. The volume charge $-M_s\nabla\cdot\mathbf m$, integrated over both heights, gives $\tfrac12\mu_0M_s^2t(1-g)|\hat{\mathbf k}\cdot\mathbf m_k|^2$. The interaction between surface and volume charges vanishes, because the former are odd and the latter even about the midplane. Hence

$$E_{nl}=\frac{\mu_0M_s^2t}{2}\int\frac{d^2k}{(2\pi)^2}(1-g)\big[|\hat{\mathbf k}\cdot\mathbf m_k|^2-|u_k|^2\big]. \tag{22}$$

For $kt\ll1$, $1-g\simeq kt/2$. Stretching replaces $u_k$ by $\lambda^2u_{\lambda k}$, so each part scales as $\lambda^4\lambda^{-2}\lambda^{-1}=\lambda$, like $E_D$. In the example the volume and surface parts are $+6.58$ and $-6.55$ meV, and each slope exceeds its energy by about 3%. At fixed shape the net slope of 0.04 meV shifts the size by only $-0.004$%. The two parts also change the shape, and their effects on the size need not cancel once the shape relaxes. The tiny fixed-shape value is therefore not an estimate of the full shift: when the profile is relaxed with (22) included, the radius at which $m_z=0$ grows by about 1.5%. This near cancellation is a numerical finding for this texture, not a general law. If the in-plane component instead runs around the centre, with bulk antisymmetric exchange of the same $D$, the local energies are unchanged but the volume charge is absent. The slope is then $-6.75$ meV and the fixed-shape shift $+0.7$%; with the shape relaxed, the radius grows by about 3%.

*Atoms.* On a square model lattice of spacing $a=0.25$ nm, differences between neighbours replace derivatives. Their expansion adds an exchange energy with four derivatives, proportional to $-a^2$. It scales as $\lambda^{-2}$, so its slope is positive and favours shrinking. The computed exchange slope is 0.77 meV; with antisymmetric exchange included the total is 0.28 meV, a size shift of $-0.03$% at fixed shape, and about $-0.07$% in radius once the shape relaxes.

*Temperature.* Equation (10) is a harmonic energy in $\lambda$. If stretching is the only motion allowed, classical equipartition gives $E_V\langle(\lambda-1)^2\rangle=k_BT/2$. At 300 K, $k_BT=25.9$ meV and the root-mean-square size fluctuation at fixed shape is $\sqrt{0.0259/0.952}=16$%. A texture that can also change its shape is softer, so in the harmonic approximation its size fluctuates more than this; with all axially symmetric changes of $\theta(\rho)$ allowed, the radius fluctuates by about 30%. Among the fixed-shape estimates made here, heat is by far the largest of the three effects. Equation (8) describes the static texture, not each thermal snapshot. The collapsed continuum limit lies $0.941-0.662=0.279$ eV above the skyrmion, or $10.8\,k_BT$. Neither a lifetime nor the barrier on a real lattice follows from this number alone.

*Real films.* The chosen $D$ and $M_s$ are round values, not measurements of one film, and both depend on thickness and interface quality. Real films also have grains and thickness steps, so $t$, $A$, $D$ and $V$ can all depend on position. Equation (8) then acquires extra terms, and where $t$ or $A$ varies the exchange energy enters the balance too. To gauge the sensitivity, suppose that $K$ is 5% higher throughout a region larger than the skyrmion. At fixed shape $E_V$ rises by $0.05\times0.4520=0.0226$ eV, and (18) gives $\lambda^*=0.4760/0.4986=0.955$, a size about 4.5% smaller; with the shape relaxed, the radius falls by about 9%. In these fixed-shape estimates for one thin layer, material variations of that order and thermal motion matter more than the nonlocal and atomic corrections. This ranking depends on the low $M_s$ chosen, since (22) grows as $M_s^2$: at $M_s=1.1$ MA/m with the same $K$ and $B$, the stray field enlarges the relaxed radius by about 4.6%, or about 10% for the bulk form, the same order as a 5% change of $K$. Actual size changes require solving for the relaxed texture. The numerical output below gives the main computed values with more digits.

## Numbers as computed

```
Exchange stiffness A = 15.0 pJ/m; D = 3.0 mJ/m^2
Ms = 580 kA/m; Ku = 0.80 MJ/m^3; B = 50 mT
Film thickness t = 0.40 nm
Shape term mu0 Ms^2/2 = 0.2114 MJ/m^3
Effective anisotropy K = 0.5886 MJ/m^3
Wall length sqrt(A/K) = 5.048 nm
Exchange length sqrt(2A/(mu0 Ms^2)) = 8.42 nm
Measured powers (exchange, interfacial, bulk, potential): 0.00000, 1.00000, 1.00000, 2.00000
Skyrmion radius at m_z=0: 6.278 nm
Exchange energy E_ex = 1.13826 eV
Antisymmetric exchange energy E_D = -0.95196 eV
Anisotropy energy = 0.45195 eV; Zeeman energy = 0.02403 eV
Total local potential E_V = 0.47598 eV
Ratio -E_D/(2 E_V) = 1.0000000
Total energy E = 0.66228 eV; E_ex - E_V = 0.66228 eV
Numerical E''(1) = 0.95196 eV; 2 E_V = 0.95196 eV
Stretched solution: lambda = 0.80, energy = 0.68132 eV
Stretched solution: lambda = 1.00, energy = 0.66228 eV
Stretched solution: lambda = 1.25, energy = 0.69203 eV
Case D=2.5 mJ/m^2, B=0 mT, K2=0.0 MJ/m^3: E_D=-0.53518, E_V=0.26759 eV
Case D=3.0 mJ/m^2, B=300 mT, K2=0.0 MJ/m^3: E_D=-0.60590, E_V=0.30295 eV
Case D=3.0 mJ/m^2, B=50 mT, K2=0.1 MJ/m^3: E_D=-0.77795, E_V=0.38897 eV
Circle 6.28 nm: E_D+2E_V = -0.064841 eV, edge = -0.064841 eV
Circle 12.56 nm: E_D+2E_V = 0.147042 eV, edge = 0.147042 eV
Circle 70.00 nm: E_D+2E_V = 0.000005 eV, edge = 0.000005 eV
Best wall trial: R = 6.292 nm, width = 4.085 nm, E = 0.66242 eV
Trial R=10 nm, width=3 nm: E_D = -1.47939, E_V = 0.60047 eV
Its best stretch: formula 1.23187, search 1.23187
D=0 trial energies at R=8,4,2,1,0.2 nm: 1.8696, 1.3086, 1.0860, 0.9960, 0.9456 eV
Continuum collapse energy 8 pi A t = 0.94120 eV
Stray correction: surface -6.552, volume 6.575 meV
Stray slope/energy: surface, volume = 1.0298, 1.0319
Stray-field slope dE/dlambda = 0.037 meV
Stray-field size shift, fixed shape = -0.004 %
Model lattice spacing = 0.25 nm
Lattice slope: exchange 0.7724, all 0.2838 meV
Exchange-slope ratio on doubling the spacing = 3.994
Lattice size shift, fixed shape = -0.0298 %
Thermal energy at 300 K = 25.85 meV
Harmonic rms size fluctuation, fixed shape = 16.5 %
Continuum collapse height = 0.2789 eV = 10.79 kT
```
